# What a 6.7 nm Multilayer Mirror Costs Compared with 13.5 nm: verification in Python

```python
"""Near-normal multilayer mirrors at 13.5 and 6.7 nm.
Result under test: weaker optical contrast needs more bilayers (N ~ 1/contrast)
and narrows the band (width ~ contrast), while the saturated peak depends on
the absorption-to-contrast ratio.
Symbols: n = 1 - delta + i beta; K = complex coupling per period;
alpha = amplitude loss per period; FWHM = full width at half maximum.
Closed formulas (coupled waves) are compared with exact layer matrices.
The indices are rough typical values for Mo/Si and La/B, not measured data.
"""
from typing import NamedTuple
import numpy as np
from scipy.optimize import brentq
from scipy.special import erf


class Stack(NamedTuple):
    wavelength: float       # design wavelength, nm
    delta_a: float          # absorber
    beta_a: float
    delta_s: float          # spacer
    beta_s: float
    fraction: float         # absorber thickness / period


def permittivities(st, lam=None):
    scale = 1.0 if lam is None else (lam / st.wavelength) ** 2
    return ((1 - st.delta_a * scale + 1j * st.beta_a) ** 2,
            (1 - st.delta_s * scale + 1j * st.beta_s) ** 2)


def mean_permittivity(st):
    ea, es = permittivities(st)
    return st.fraction * ea + (1 - st.fraction) * es


def period(st):
    return st.wavelength / (2 * np.sqrt(mean_permittivity(st).real))


def coupling_and_loss(st, sigma=0.0):
    ea, es = permittivities(st)
    mean = mean_permittivity(st)
    K = np.sin(np.pi * st.fraction) * (ea - es) / (2 * mean.real)
    K *= np.exp(-2 * (np.pi * sigma / period(st)) ** 2)
    return K, np.pi * mean.imag / (2 * mean.real)


# ---------- closed formulas ----------
def peak_formula(st, sigma=0.0):
    K, alpha = coupling_and_loss(st, sigma)
    g2 = (alpha ** 2 - K.imag ** 2) / abs(K) ** 2
    return (np.sqrt(1 + g2) - np.sqrt(g2)) ** 2


def width_formula(st):
    """Relative FWHM of a thick absorbing stack."""
    K, alpha = coupling_and_loss(st)
    rho = np.sqrt(peak_formula(st) / 2)
    S, C = (1 / rho - rho) / 2, (1 / rho + rho) / 2
    p2 = S ** 2 + (K.imag / abs(K)) ** 2
    chord = 2 * C * S * np.sqrt(p2 - (alpha / abs(K)) ** 2) / p2
    return abs(K) * chord / np.pi


def count_formula(st):
    """Bilayers for 95% of saturation, imaginary part of K neglected."""
    K, alpha = coupling_and_loss(st)
    k = abs(K.real)
    s = np.hypot(k, alpha)
    rho = np.sqrt(0.95) * k / (s + alpha)
    return np.arctanh(rho * s / (k - rho * alpha)) / s


def count_coupled_wave(st):
    """Same count from the finite-stack coupled-wave reflectance."""
    K, alpha = coupling_and_loss(st)
    D = np.linspace(-2, 2, 801) * abs(K) + 1j * alpha
    q = np.sqrt(D ** 2 - K ** 2)
    for N in range(1, 2000):
        t = np.tan(q * N)
        if np.max(abs(K * t / (q - 1j * D * t)) ** 2) >= 0.95 * peak_formula(st):
            return N
    raise RuntimeError("no saturation")


# ---------- exact layer matrices ----------
def cell_matrix(st, lam, sin2=0.0, sigma=0.0, dispersive=False):
    """Transfer of (E, dE/dz) over one period that starts in mid-spacer."""
    lam = np.atleast_1d(np.asarray(lam, float))
    ea, es = permittivities(st, lam if dispersive else None)
    P, f = period(st), st.fraction
    if sigma == 0:
        thickness = P * np.array([(1 - f) / 2, f, (1 - f) / 2])
        share = np.array([0.0, 1.0, 0.0])
    else:
        m = 60
        z = (np.arange(m) + 0.5) * P / m
        thickness, share = np.full(m, P / m), np.zeros(m)
        for j in range(-2, 3):
            left, right = (j + (1 - f) / 2) * P, (j + (1 + f) / 2) * P
            share += 0.5 * (erf((z - left) / (np.sqrt(2) * sigma))
                            - erf((z - right) / (np.sqrt(2) * sigma)))
    total = np.broadcast_to(np.eye(2, dtype=complex), (lam.size, 2, 2)).copy()
    for d, w in zip(thickness, share):
        q = 2 * np.pi / lam * np.sqrt(w * ea + (1 - w) * es - sin2)
        layer = np.empty((lam.size, 2, 2), complex)
        layer[:, 0, 0] = layer[:, 1, 1] = np.cos(q * d)
        layer[:, 0, 1] = np.sin(q * d) / q
        layer[:, 1, 0] = -q * np.sin(q * d)
        total = layer @ total
    return total


def reflect(st, lam, total, sin2=0.0):
    """Vacuum above, spacer material below."""
    k0 = 2 * np.pi / np.atleast_1d(lam)
    kz = k0 * np.sqrt(1 - sin2)
    qs = k0 * np.sqrt(permittivities(st)[1] - sin2)
    w1 = total[:, 1, 0] - 1j * qs * total[:, 0, 0]
    w2 = total[:, 1, 1] - 1j * qs * total[:, 0, 1]
    return abs((w1 + 1j * kz * w2) / (w1 - 1j * kz * w2)) ** 2


def thick(st):
    return int(20 / abs(coupling_and_loss(st)[0]))


def spectrum(st, N=None, sigma=0.0, dispersive=False, points=3001):
    w = 2 * abs(coupling_and_loss(st)[0]) / np.pi
    lam = st.wavelength * (1 + w * np.linspace(-3, 3, points))
    cell = cell_matrix(st, lam, sigma=sigma, dispersive=dispersive)
    total = np.linalg.matrix_power(cell, N or thick(st))
    return lam, reflect(st, lam, total)


def half_edges(lam, R):
    i = int(np.argmax(R))
    half = R[i] / 2
    lo = i
    while R[lo] > half:
        lo -= 1
        assert lo >= 0
    hi = i
    while R[hi] > half:
        hi += 1
    left = np.interp(half, [R[lo], R[lo + 1]], [lam[lo], lam[lo + 1]])
    right = np.interp(half, [R[hi], R[hi - 1]], [lam[hi], lam[hi - 1]])
    return left, right


def fwhm(lam, R):
    left, right = half_edges(lam, R)
    return right - left


def count_exact(st):
    lam, R = spectrum(st, points=1201)
    cell = cell_matrix(st, lam)
    total = cell.copy()
    for N in range(1, 2000):
        if reflect(st, lam, total).max() >= 0.95 * R.max():
            return N
        total = cell @ total
    raise RuntimeError("no saturation")


def angle_limit(st):
    """Largest sine of angle with R above half peak, at the short-wave edge."""
    lam, R = spectrum(st)
    edge, half = half_edges(lam, R)[0], R.max() / 2
    guess = np.sqrt(2 * mean_permittivity(st).real * width_formula(st))

    def excess(s):
        total = np.linalg.matrix_power(cell_matrix(st, edge, s * s), thick(st))
        return reflect(st, edge, total, s * s)[0] - half
    return brentq(excess, 0.6 * guess, 1.5 * guess), guess


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


mosi = Stack(13.5, 0.076, 0.0065, 0.001, 0.0018, 0.4)
lab = Stack(6.7, 0.016, 0.0012, 0.0, 0.0004, 0.4)
MIRRORS, SIGMA, K1, NA = 10, 0.4, 0.4, 0.33
out = {}

for name, st in (("Mo/Si-like", mosi), ("La/B-like", lab)):
    K, alpha = coupling_and_loss(st)
    # Lossless stop band from the exact Bloch trace
    clear = st._replace(beta_a=0.0, beta_s=0.0)
    Kc = abs(coupling_and_loss(clear)[0])
    lam = st.wavelength * (1 + Kc * np.linspace(-2, 2, 8001))
    trace = np.trace(cell_matrix(clear, lam), axis1=1, axis2=2).real / 2
    gap = np.sum(abs(trace) > 1) * (lam[1] - lam[0]) / st.wavelength
    assert close(gap, 2 * Kc / np.pi, 0.02)
    # Lossless centre reflectance of a finite stack
    n_test = int(round(1 / Kc))
    centre = reflect(clear, st.wavelength, np.linalg.matrix_power(
        cell_matrix(clear, st.wavelength), n_test))[0]
    assert abs(centre - np.tanh(n_test * Kc) ** 2) < 0.02
    # Absorbing thick stack: peak and width
    lam, R = spectrum(st)
    width = fwhm(lam, R)
    assert abs(R.max() - peak_formula(st)) < 0.01
    assert close(width / st.wavelength, width_formula(st), 0.04)
    # Number of bilayers
    n95 = count_exact(st)
    assert abs(n95 - count_coupled_wave(st)) <= 1 + 0.03 * n95
    # the simple count leaves out Im K, which moves the peak off centre
    assert close(count_formula(st), n95, 0.20)
    mean_beta = st.fraction * st.beta_a + (1 - st.fraction) * st.beta_s
    even = st._replace(beta_a=mean_beta, beta_s=mean_beta)
    n_even = count_exact(even)
    assert abs(count_formula(even) - n_even) <= 1 + 0.05 * n_even
    # Angle and graded interfaces
    s_exact, s_formula = angle_limit(st)
    assert close(s_exact, s_formula, 0.04)
    R_graded = spectrum(st, N=2 * thick(st), sigma=SIGMA, points=1201)[1].max()
    assert abs(R_graded - peak_formula(st, SIGMA)) < 0.01
    lam40, R40 = spectrum(st, N=40)
    train = R ** MIRRORS
    lam_d, R_d = spectrum(st, dispersive=True)
    out[name] = dict(
        st=st, K=abs(K), alpha=alpha, peak=R.max(), width=width, n95=n95,
        R40=R40.max(), w40=fwhm(lam40, R40), tpeak=train.max(),
        twidth=fwhm(lam, train), tband=np.sum(train) * (lam[1] - lam[0]),
        sine=s_exact, graded=R_graded, disp=fwhm(lam_d, R_d) / width - 1)

# Scaling of all delta and beta together: exact matrices only
scaling = []
for s in (1.0, 0.5, 0.2):
    st = Stack(13.5, *(s * v for v in mosi[1:5]), 0.4)
    lam, R = spectrum(st)
    scaling.append((s, R.max(), fwhm(lam, R), count_exact(st)))
for s, peak, width, n in scaling[1:]:
    assert abs(peak - scaling[0][1]) < 0.015
    assert close(width / s, scaling[0][2], 0.05)
    assert close(n * s, scaling[0][3], 0.06)

# Contrast of the short-wave stack with the absorption of the long-wave one
only = mosi._replace(delta_a=lab.delta_a, delta_s=lab.delta_s)
R_only = spectrum(only)[1].max()
assert abs(R_only - peak_formula(only)) < 0.01
assert R_only < 0.7 * out["Mo/Si-like"]["peak"]

# Shift of the boron index, as may occur near its K edge
shifted = lab._replace(delta_s=0.001)
lam_s, R_s = spectrum(shifted)

a, b = out["Mo/Si-like"], out["La/B-like"]
pitch_a, pitch_b = (K1 * o["st"].wavelength / o["sine"] for o in (a, b))
assert b["n95"] > 3 * a["n95"] and b["width"] < a["width"] / 5
assert pitch_b > 0.9 * pitch_a
assert a["graded"] / a["peak"] > b["graded"] / b["peak"]

for name, o in out.items():
    st = o["st"]
    print(f"{name}: wavelength {st.wavelength} nm, fraction {st.fraction}")
    print(f" absorber delta {st.delta_a}, beta {st.beta_a}")
    print(f" spacer delta {st.delta_s}, beta {st.beta_s}")
    print(f" period {period(st):.3f} nm")
    print(f" |K| {o['K']:.5f}, alpha {o['alpha']:.5f} per period")
    print(f" lossless stop band 2|K|/pi {200*o['K']/np.pi:.3f} %")
    print(f" peak R: exact {o['peak']:.4f}, formula {peak_formula(st):.4f}")
    print(f" FWHM: exact {o['width']:.4f} nm, formula "
          f"{width_formula(st)*st.wavelength:.4f} nm")
    print(f" relative FWHM {100*o['width']/st.wavelength:.3f} %")
    print(f" bilayers for 95%: exact {o['n95']}, "
          f"simple formula {count_formula(st):.1f}")
    print(f" thickness of that stack {o['n95']*period(st):.0f} nm")
    print(f" 40 bilayers: peak R {o['R40']:.4f}, FWHM {o['w40']:.4f} nm")
    print(f" {MIRRORS} mirrors: peak {o['tpeak']:.4f}, "
          f"FWHM {o['twidth']:.4f} nm")
    print(f" {MIRRORS} mirrors: band integral {o['tband']:.5f} nm")
    print(f" angle limit {np.degrees(np.arcsin(o['sine'])):.2f} deg, "
          f"sine {o['sine']:.4f}")
    print(f" period error for 0.1 FWHM shift "
          f"{100*o['width']/st.wavelength*period(st):.2f} pm")
    print(f" peak R with {SIGMA} nm grading {o['graded']:.4f}")
    print(f" FWHM change from delta ~ wavelength^2 {100*o['disp']:.2f} %")
    print(f" p-wave coupling loss at angle limit {200*o['sine']**2:.1f} %")
print(f"Ratios La/B to Mo/Si: bilayers {b['n95']/a['n95']:.2f}, "
      f"FWHM in nm {b['width']/a['width']:.4f}")
print(f"Ratio of {MIRRORS}-mirror band integrals {b['tband']/a['tband']:.4f}")
print(f"Half pitch at NA {NA}, k1 {K1}: {K1*13.5/NA:.2f} and "
      f"{K1*6.7/NA:.2f} nm")
print(f"Half pitch if NA = angle-limit sine: {pitch_a:.2f} and "
      f"{pitch_b:.2f} nm")
for o in (a, b):
    st = o["st"]
    print(f"Delta-delta/wavelength^2 at {st.wavelength} nm: "
          f"{(st.delta_a-st.delta_s)/st.wavelength**2:.3e} nm^-2")
for s, peak, width, n in scaling:
    print(f"Scale {s}: peak R {peak:.4f}, FWHM {width:.4f} nm, N95 {n}")
print(f"Weak contrast with Mo/Si absorption: peak R {R_only:.4f}")
print(f"Boron delta {shifted.delta_s}: peak R {R_s.max():.4f}, "
      f"FWHM {fwhm(lam_s, R_s):.4f} nm")
print("success")
```

Printed output:

```
Mo/Si-like: wavelength 13.5 nm, fraction 0.4
 absorber delta 0.076, beta 0.0065
 spacer delta 0.001, beta 0.0018
 period 6.961 nm
 |K| 0.07308, alpha 0.01163 per period
 lossless stop band 2|K|/pi 4.653 %
 peak R: exact 0.7422, formula 0.7444
 FWHM: exact 0.6643 nm, formula 0.6679 nm
 relative FWHM 4.921 %
 bilayers for 95%: exact 31, simple formula 28.5
 thickness of that stack 216 nm
 40 bilayers: peak R 0.7322, FWHM 0.7161 nm
 10 mirrors: peak 0.0507, FWHM 0.3345 nm
 10 mirrors: band integral 0.01674 nm
 angle limit 17.72 deg, sine 0.3044
 period error for 0.1 FWHM shift 34.25 pm
 peak R with 0.4 nm grading 0.7255
 FWHM change from delta ~ wavelength^2 -5.65 %
 p-wave coupling loss at angle limit 18.5 %
La/B-like: wavelength 6.7 nm, fraction 0.4
 absorber delta 0.016, beta 0.0012
 spacer delta 0.0, beta 0.0004
 period 3.371 nm
 |K| 0.01531, alpha 0.00227 per period
 lossless stop band 2|K|/pi 0.975 %
 peak R: exact 0.7564, formula 0.7570
 FWHM: exact 0.0696 nm, formula 0.0696 nm
 relative FWHM 1.038 %
 bilayers for 95%: exact 141, simple formula 136.6
 thickness of that stack 475 nm
 40 bilayers: peak R 0.2535, FWHM 0.1667 nm
 10 mirrors: peak 0.0613, FWHM 0.0368 nm
 10 mirrors: band integral 0.00221 nm
 angle limit 8.23 deg, sine 0.1432
 period error for 0.1 FWHM shift 3.50 pm
 peak R with 0.4 nm grading 0.6859
 FWHM change from delta ~ wavelength^2 -1.27 %
 p-wave coupling loss at angle limit 4.1 %
Ratios La/B to Mo/Si: bilayers 4.55, FWHM in nm 0.1047
Ratio of 10-mirror band integrals 0.1317
Half pitch at NA 0.33, k1 0.4: 16.36 and 8.12 nm
Half pitch if NA = angle-limit sine: 17.74 and 18.71 nm
Delta-delta/wavelength^2 at 13.5 nm: 4.115e-04 nm^-2
Delta-delta/wavelength^2 at 6.7 nm: 3.564e-04 nm^-2
Scale 1.0: peak R 0.7422, FWHM 0.6643 nm, N95 31
Scale 0.5: peak R 0.7425, FWHM 0.3292 nm, N95 61
Scale 0.2: peak R 0.7427, FWHM 0.1309 nm, N95 152
Weak contrast with Mo/Si absorption: peak R 0.2832
Boron delta 0.001: peak R 0.7427, FWHM 0.0652 nm
success
```
